# Why room-temperature oxide films seem to stop growing

**Q:** I expose a clean metal to oxygen at room temperature. The oxide reaches a couple of nanometres quickly, and then my thickness readings stop changing. Has the film reached equilibrium?

**A:** The readings alone cannot show that. They show that the growth rate has fallen below what you can resolve. Equilibrium is a stronger statement: the free energy gained by adding more oxide would have to be zero. To separate the two, we need the rate and the driving free energy as functions of the thickness $X$.

**Q:** What drives ions through a cold oxide at all?

**A:** In the Cabrera-Mott picture, electrons pass from the metal through the thin film to oxygen adsorbed on its outer surface. They do so until the energy levels on the two sides are aligned. The outer surface is then negative, the metal positive, and a potential drop $V$ lies across the film. Because $V$ is set by the original mismatch of levels, I take it as independent of $X$. This requires electrons to cross fast enough to maintain the alignment.

I also assume a compact, uniform film with negligible space charge, so that the field is $E=V/X$. It pulls positive metal ions outward. I count charge in elementary charges and energy in eV, so an ion of charge $z$ gains energy $zV$ in crossing the film. I write $kT$ for the thermal energy.

**Q:** How does the field enter the rate?

**A:** Let the hop length be $a$, and let an ion need energy $W$ to leave the metal and enter the oxide at zero field. The saddle lies half a hop away, so the field has done work $zEa/2$ when the ion reaches it. To first order in the field, the forward barrier is

$$W-\frac{zaE}{2}=W-\frac{zaV}{2X}.$$

A backward hop climbs against the field, and its barrier rises by the same amount. Define

$$X_1=\frac{zaV}{2kT},\qquad f=\frac{X_1}{X}.$$

Forward hop rates then gain a factor $e^{f}$ and backward ones a factor $e^{-f}$.

**Q:** If backward hops exist, could they balance the forward ones at some thickness?

**A:** That has to be checked with backward hops included. Take a chain of sites $i=0,\dots,N+1$, with $X=(N+1)a$. Site 0 is the metal, site $N+1$ is the reacted ion in new oxide, and the others are interior sites. Let $\varepsilon_i$ be the site energies at zero field, with $\varepsilon_0=0$ and $\varepsilon_{N+1}=-G$. Thus $G$ is the free energy released by the ion apart from the potential drop. The saddle between $i$ and $i+1$ has energy $S_i$, with $S_0=W$ and $S_i=S$ for $i\ge1$. With attempt frequency $\nu$, the rates for $i\to i+1$ and $i+1\to i$ are

$$\alpha_i=\nu e^{-(S_i-\varepsilon_i)/kT+f},\qquad
\beta_i=\nu e^{-(S_i-\varepsilon_{i+1})/kT-f}.$$

Interior sites are sparsely occupied, so blocking is neglected. In the steady state the same net flux $J$ crosses every link:

$$J=\alpha_i p_i-\beta_i p_{i+1}.$$

The end reservoirs have $p_0=p_{N+1}=1$. Now set $R_0=1$ and $R_{i+1}=R_i\beta_i/\alpha_i$. Multiplying the flux equation by $R_i/\alpha_i$ gives

$$J\frac{R_i}{\alpha_i}=R_ip_i-R_{i+1}p_{i+1}.$$

Summed over $i=0,\dots,N$, the right side telescopes:

$$J\sum_{i=0}^{N}\frac{R_i}{\alpha_i}=1-R_{N+1}.$$

The saddle energy cancels in $\beta_i/\alpha_i=e^{(\varepsilon_{i+1}-\varepsilon_i)/kT-2f}$, so

$$R_i=e^{\varepsilon_i/kT-2if},\qquad
\frac{R_i}{\alpha_i}=\frac1\nu e^{S_i/kT-(2i+1)f}.$$

At the outer end, $2(N+1)f=(N+1)zaV/(XkT)=zV/kT$, because $(N+1)a=X$. Hence $R_{N+1}=e^{-(G+zV)/kT}$. Taking $e^{W/kT-f}/\nu$ out of the sum, we obtain

$$J=\nu e^{-W/kT}e^{f}\,
\frac{1-e^{-A/kT}}{1+g\sum_{j=1}^{N}e^{-2jf}},$$

$$A=G+zV,\qquad g=e^{(S-W)/kT}.$$

**Q:** Where in that formula would an equilibrium thickness appear?

**A:** It would be a zero of $J$. Every factor is positive except $1-e^{-A/kT}$, which has the sign of $A$. The field weakens as the film thickens, but the ion crosses proportionally more of it, so $zV$ and therefore $A$ do not change. If $A>0$, the flux is outward at every finite thickness. If $A=0$, it vanishes at all thicknesses together. This model therefore selects no equilibrium thickness. Direct solution of the site equations for chains with 1, 4 and 30 interior sites confirmed the formula and these signs.

Since the electrons are equilibrated across the film, they add no further driving energy, and $A$ is the free energy of the whole reaction per metal ion, apart from the change in the field energy stored in the film, which is neglected here.

**Q:** So what growth law should I use for a thin film?

**A:** The geometric sum obeys $g\sum_j e^{-2jf}<g/(e^{2f}-1)$. When this bound is much less than 1 and $A\gg kT$, an ion that has entered the film rarely returns, and entry controls the rate. Let $n$ be the number of entry sites per area and $\Omega$ the oxide volume per metal ion. Then $dX/dt=\Omega nJ$ becomes

$$\frac{dX}{dt}=u\,e^{X_1/X},\qquad u=\Omega n\nu e^{-W/kT}.$$

The rate is exponential in the field, hence in $1/X$, and not in $X$ itself. Its local fractional slope is

$$\frac{d}{dX}\ln\frac{dX}{dt}=-\frac{X_1}{X^2}.$$

Near a given $X$, the rate thus falls by a factor $e$ over a thickness of about $X^2/X_1$, provided that this is much smaller than $X$.

**Q:** Can you put numbers into it?

**A:** I use round model parameters that represent no particular metal: $z=3$, $a=4$ Å, $V=1.5$ V, $W=1.6$ eV, $\Omega=20$ Å$^3$, $n=0.1$ Å$^{-2}$, $\nu=10^{13}$ s$^{-1}$ and $T=300$ K, for which $kT=0.02585$ eV. Then

$$X_1=\frac{3\times4\times1.5}{2\times0.02585}\approx348\ \text{Å},$$

$$u=(20\times0.1\times10^{13})\,e^{-1.6/0.02585}
\approx2.6\times10^{-14}\ \text{Å/s}.$$

For the chain I take $S=1.4$ eV, interior sites at 0.6 eV and $G=1.0$ eV, so $A=1.0+3\times1.5=5.5$ eV. The flux from the site equations, solved at 16, 20 and 40 Å at 300 K and at 40 and 48 Å at 400 K, differs from the entry-limited formula by at most $6\times10^{-8}$ of the latter. The largest interior occupation in these cases is about $8\times10^{-11}$, consistent with neglecting blocking.

Starting from 10 Å, the film develops as follows:

| Time | $X$ (Å) | Rate (Å/s) |
|---|---:|---:|
| 1 s | 11.5 | $3.6\times10^{-1}$ |
| 1 hour | 15.4 | $1.7\times10^{-4}$ |
| 1 day | 17.7 | $9.5\times10^{-6}$ |
| 1 year | 24.2 | $4.7\times10^{-8}$ |
| 100 years | 33.5 | $8.7\times10^{-10}$ |

The one-day film is 1.8 nm thick. During the second day it gains about 0.6 Å; after a year it gains about 0.004 Å per day. These increments are smaller than one hop, so the continuous $X$ can only stand for an average over the film area; differences in thickness between patches are neglected. This neglect matters at the level of about 1 Å. Because $X^2/X_1$ is smaller than a hop, thin patches dominate the average rate: a mixture of 16 Å and 20 Å patches with mean 17.7 Å grows 4.6 times faster than a uniform film. Independent columns that start at 10 Å and advance in steps of 2 or 4 Å reach a mean of 18.3 or 18.5 Å after a day and 24.7 or 25.4 Å after a year.

**Q:** Between one day and one year the field falls by only about a quarter, yet the rate collapses. Is that reasonable?

**A:** Yes. The field falls to $17.7/24.2\approx0.73$ of its one-day value. The exponent $X_1/X$ falls from 19.7 to 14.4, a change of 5.3, and $e^{-5.3}\approx1/200$. That is the ratio of the two rates in the table. Meanwhile $A$ remains 5.5 eV.

A comparison isolates the role of the exponential. Keep the initial rate $v_0=34.8$ Å/s at $X_0=10$ Å, but let the rate be merely proportional to the field, $dX/dt=v_0X_0/X$. Multiplying by $X$ and integrating gives

$$X^2=X_0^2+2v_0X_0t.$$

After 86,400 s this film is about 7,750 Å thick, compared with 17.7 Å. A weakening field slows growth in both cases, but the exponential response produces the early apparent stop.

**Q:** What curve should I fit to thickness against time?

**A:** Separate the variables:

$$ut=\int_{X_0}^{X}e^{-X_1/x}\,dx=F(X)-F(X_0),$$

$$F(X)=Xe^{-X_1/X}-X_1E_1(X_1/X),\quad
E_1(y)=\int_y^\infty\frac{e^{-s}}{s}\,ds.$$

To verify this, differentiate. The first term of $F$ gives $(1+X_1/X)e^{-X_1/X}$. For the second, $E_1'(y)=-e^{-y}/y$ and $dy/dX=-X_1/X^2$ with $y=X_1/X$, so $X_1E_1$ has derivative $(X_1/X)e^{-X_1/X}$. Subtraction leaves $e^{-X_1/X}$, as required.

For $y\gg1$, repeated integration by parts gives $E_1(y)=e^{-y}(1/y-1/y^2+2/y^3-\cdots)$. The leading terms in $F$ cancel, leaving

$$F(X)\simeq\frac{X^2}{X_1}e^{-X_1/X}
\left(1-\frac{2X}{X_1}+\cdots\right).$$

Once $F(X_0)$ is negligible, the leading term gives

$$\frac{X_1}{X}\simeq\ln\frac{X^2}{X_1ut}.$$

Over a limited range, $X^2$ inside the logarithm varies slowly compared with $t$. A plot of $1/X$ against $\ln t$ is then nearly straight, with slope about $-1/X_1$: the inverse logarithmic law. In the example above, a straight-line fit from one hour to one year, with points evenly spaced in $\ln t$, has slope $-0.91/X_1$, so reading $X_1$ directly from the slope overestimates it by about 10%. Multiplying the rate by $t$ also gives

$$t\frac{dX}{dt}=e^{X_1/X}\,ut\simeq\frac{X^2}{X_1}.$$

At one day the right side is 0.90 Å, and the full value of $t\,dX/dt$ is 0.91 of that. Each factor $e$ in time therefore adds a little under 1 Å at this stage. On a linear time axis this looks like a plateau; on a logarithmic one the growth remains visible.

**Q:** People still quote a limiting thickness. What does it mean?

**A:** It is the thickness at which the rate reaches a chosen threshold $v$. Setting $v=ue^{X_1/X_L}$ and taking the logarithm gives $X_L=X_1/\ln(v/u)$. Since $\ln(v/u)=W/kT-\ln(\Omega n\nu/v)$, multiplying numerator and denominator by $kT$ yields

$$X_L=\frac{zaV/2}{W-kT\ln(\Omega n\nu/v)}.$$

This requires $v>u$ and a film still in the entry-limited regime. At 300 K, a threshold of 1 Å per day gives $X_L=17.5$ Å, while 1 Å per year gives 24.9 Å. The film is the same; the observer's criterion has changed. The model also reaches twice its one-day thickness in a finite time, about 190 years.

**Q:** If I warm the old film and it grows again, does that rule out equilibrium?

**A:** Not by itself, because an equilibrium thickness could also depend on temperature. The kinetic model does predict a restart. At 350 K, the threshold of 1 Å per day moves to 27.0 Å. If the year-old film is warmed to 400 K at unchanged $V$, its rate rises by a factor of about $1.4\times10^5$, and one day takes it from 24.2 to 42.7 Å.

A sharper check is to make a thicker film, for example by warming, and then watch it under the original conditions. A film above a stable equilibrium thickness should shrink towards it if the reverse reaction is fast enough to observe. In the present model with $A>0$, it does not shrink. A film that merely stays flat decides nothing: the 42.7 Å film above, returned to 300 K, would grow by only about 0.003 Å a year. Continued growth on a logarithmic time axis shows that a film has not yet stopped, but it does not exclude a stop at a greater thickness.

**Q:** What happens when the film is so thick that the field hardly biases a single hop?

**A:** The entry-limited formula would level off at $u$, but backward hops eventually matter. The case $S=W$, or $g=1$, shows this simply. Including the 1 in the denominator, the geometric sum is

$$\sum_{j=0}^{N}e^{-2jf}=\frac{1-e^{-zV/kT}}{1-e^{-2f}}.$$

For $A\gg kT$ and $zV\gg kT$, both remaining exponentials of these energies are negligible. Since $e^f(1-e^{-2f})=2\sinh f$,

$$\frac{dX}{dt}\simeq2u\sinh\frac{X_1}{X}
\;\longrightarrow\;\frac{2uX_1}{X}\qquad(X\gg X_1).$$

The field still drives the net flux, but the rate is now only proportional to it. Thus $X^2$ grows linearly in time at rate $4uX_1$: parabolic growth, extremely slow at 300 K but without an end as long as the field stays uniform. For an equal-saddle film of 8,000 Å, the site equations give a flux of 0.087 times the zero-field entry flux, in agreement with $2X_1/X$. These numbers belong to $g=1$. For small $g$ the general formula tends to $dX/dt\simeq u/(1+gX/2X_1)$ at $X\gg X_1$, so the rate stays near $u$ until $X$ approaches $2X_1/g$. With the example's $S=1.4$ eV that is about $1.6\times10^6$ Å, and an 8,000 Å film still carries 1.04 times the zero-field entry flux. This limit assumes that $V$ and the uniform field survive at such thicknesses, which a real film need not satisfy.

**Q:** How much do you trust the linear lowering of the barrier at these fields?

**A:** Only moderately. At one day the field is 0.085 V/Å and lowers the barrier by 0.51 eV, a third of $W$. This is 8.5 MV/cm, and at 10 Å it is 15 MV/cm. Such fields are comparable to or above the breakdown fields of thick insulating oxides, roughly 5 to 10 MV/cm, and the model contains no breakdown. Below about 11 Å the linear lowering also exceeds the 0.8 eV barrier between interior sites, so the hopping picture of the interior fails there. Consider instead the energy profile

$$U(x)=\frac W2\left(1-\cos\frac{2\pi x}{a}\right)-\frac{zVx}{X}.$$

Setting $U'=0$ gives $\sin(2\pi x/a)=s$, with $s=zaV/(\pi WX)$. For $s<1$, the minimum is at phase $\theta=\arcsin s$ and the maximum at $\pi-\theta$. Their energy difference is

$$B=W\cos\theta-\frac{Ws}{2}(\pi-2\theta)
=W\left[\sqrt{1-s^2}-s\arccos s\right].$$

For small $s$, $\sqrt{1-s^2}\simeq1-s^2/2$ and $\arccos s\simeq\pi/2-s$, so

$$B\simeq W-\frac{zaV}{2X}+\frac{Ws^2}{2}.$$

The last term is about 0.033 eV at 17.7 Å, slightly more than $kT$, so it reduces the rate there by a factor of about 3.6. At 10 Å the full correction is 0.10 eV, a factor of about 55, so the initial rate is much less certain than the later ones. The thickness responds much less: the full cosine barrier gives 16.4 Å after a day and 23.0 Å after a year. The precise thickness depends on the barrier shape, but the slow continuing growth remains.

**Q:** Could a real film nevertheless stop?

**A:** Yes, if something omitted here intervenes. Suppose the film dissolves at a constant rate $d\gg u$ and growth remains entry-limited. Then $dX/dt=ue^{X_1/X}-d$ vanishes at $X=X_1/\ln(d/u)$. Growth is faster than dissolution below this thickness and slower above it, so the state is stable. It is a steady state maintained by two continuing processes, not an equilibrium between metal, oxide and oxygen.

A true equilibrium is possible if the interface free energy per area, $\gamma(X)$, depends on thickness. Adding $dX$ uses $dX/\Omega$ metal ions per area and costs $\gamma'(X)\,dX$, so the driving energy per ion becomes $A-\Omega\gamma'(X)$. It vanishes when $\gamma'=A/\Omega$, and the balance is stable if $\gamma''>0$ there. With the example's numbers, $\gamma'$ would have to be $5.5/20\approx0.28$ eV/Å$^3$. Such a term must be established separately; a flat thickness record does not establish it.

Finally, if electrons cross too slowly, $V$ is no longer fixed and the rate law above fails. Tunnelling weakens with thickness roughly as $e^{-2\kappa X}$, while the electron current required is $z$ electrons per ion and follows the growth rate. The ratio of supply to demand is what matters. For $\kappa$ between 0.4 and 1.1 Å$^{-1}$ and a fixed tunnelling prefactor, the 42.7 Å film at 400 K has the smallest ratio among the films in the table and the warming example. Next comes either the 24.2 Å film just after warming or the 33.5 Å film at 300 K, depending on $\kappa$. Growth may then slow for a different kinetic reason. All the thicknesses and times given here are for the fixed-$V$ case.

## Calculated quantities

```
charge number z = 3; hop length a = 4.0 angstrom
potential drop V = 1.5 V; entry barrier W = 1.6 eV
oxide volume per ion = 20 angstrom^3
entry sites = 0.1 per angstrom^2
attempt frequency = 1e+13 1/s
temperature = 300 K; kT = 0.02585 eV
initial thickness = 10 angstrom
interior saddle S = 1.4 eV; well = 0.6 eV
release G = 1.0 eV; driving energy A = 5.5 eV
prefactor volume*sites*attempt = 2.0e+13 angstrom/s
field length X1 = 348.1 angstrom
zero-field rate u = 2.644e-14 angstrom/s
initial rate = 34.80 angstrom/s
time; thickness (angstrom); rate (angstrom/s)
  1 s: 11.52; 3.552e-01
  1 hour: 15.40; 1.743e-04
  1 day: 17.68; 9.466e-06
  10 days: 19.77; 1.173e-06
  1 year: 24.19; 4.710e-08
  100 years: 33.48; 8.664e-10
thickness at 1 day = 1.77 nm
field at 1 day = 0.0849 V/angstrom
barrier lowering at 1 day = 0.509 eV
X^2/X1 at 1 day = 0.897 angstrom
t*rate/(X^2/X1) at 1 day = 0.9114
growth in second day = 0.585 angstrom
growth in day after 1 year = 0.00406 angstrom
time to double 1-day film = 191.5 years
apparent limit at 1 A/day, 300 K = 17.50 angstrom
apparent limit at 1 A/year, 300 K = 24.87 angstrom
apparent limit at 1 A/day, 350 K = 26.99 angstrom
linear-response film at 1 day = 7754 angstrom
year-old film after 1 day at 400 K = 42.74 angstrom
rate jump on warming = 1.435e+05
cosine barrier, 1 day = 16.44 angstrom
cosine barrier, 1 year = 22.98 angstrom
largest chain/Cabrera-Mott deviation = 5.7e-08
largest interior occupation = 8.3e-11
thick equal-saddle film = 8000 angstrom
its flux / zero-field entry flux = 0.08706
```
